# Temperature for half-decomposition of trimethylgallium in one second: test program

```python
# Result under test: a first-order homolysis with k = A exp(-E/(R T))
# consumes half the trimethylgallium in time t at
#     T_half = E / (R ln(A t / ln 2)).
# A: prefactor (1/s); E: activation energy (kcal/mol); R: gas constant;
# T: temperature (K); t: residence time (s).
# The program also sizes heating, finite-pressure and radical effects.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq

R = const.R / (1000 * const.calorie)       # kcal/(mol K)
LOG_A, E, TIME = 15.5, 59.5, 1.0
A = 10**LOG_A
LN2 = np.log(2)


def rate(T, energy=E, log_a=LOG_A):
    return 10**log_a * np.exp(-energy / (R * T))


def temperature(fraction=0.5, time=TIME, factor=1.0):
    return E / (R * np.log(factor * A * time / -np.log(1 - fraction)))


def integrated_left(T, time=TIME, energy=E, log_a=LOG_A):
    k = rate(T, energy, log_a)
    run = solve_ivp(lambda s, y: -k * y, (0, time), [1.0],
                    method="LSODA", rtol=1e-9, atol=1e-12)
    assert run.success
    return run.y[0, -1]


def root_temperature(fraction=0.5, time=TIME, energy=E, log_a=LOG_A):
    return brentq(lambda T: integrated_left(T, time, energy, log_a)
                  - (1 - fraction), 700, 1000, xtol=1e-7)


# Closed formula against integration of the defining rate equation.
T_half = temperature()
for fraction, time in [(0.5, 1), (0.1, 1), (0.9, 1), (0.5, 0.1)]:
    assert abs(root_temperature(fraction, time)
               - temperature(fraction, time)) < 1e-3

# Sensitivities against differences of numerically found temperatures.
slope_E = T_half / E
slope_log_A = -R * T_half**2 * np.log(10) / E
difference_E = (root_temperature(energy=E + 0.5)
                - root_temperature(energy=E - 0.5))
difference_A = (root_temperature(log_a=LOG_A + 0.1)
                - root_temperature(log_a=LOG_A - 0.1)) / 0.2
assert abs(difference_E / slope_E - 1) < 1e-3
assert abs(difference_A / slope_log_A - 1) < 1e-3

# Linear heating during the entire residence time.
T_INLET = 300.0


def ramp_exposure(peak):
    integral = quad(rate, T_INLET, peak, epsabs=1e-10, epsrel=1e-9,
                    limit=200)[0]
    return integral * TIME / (peak - T_INLET)


T_ramp = brentq(lambda T: ramp_exposure(T) - LN2, T_half, T_half + 300)
heating_rate = (T_ramp - T_INLET) / TIME
hot_window = R * T_ramp**2 / (E * heating_rate)
# The leading endpoint estimate omits a relative term of about 2RT/E.
assert abs(rate(T_ramp) * hot_window / LN2 - 1) < 0.08

# Rough grouped vibrational wavenumbers (1/cm), 33 modes in total.
# The lowest three differ, so that sums of quanta reach every high bin.
mode_groups = [(2950, 9), (1300, 9), (700, 6), (550, 3), (150, 3),
               (60, 1), (50, 1), (40, 1)]
modes = [wave for wave, count in mode_groups for _ in range(count)]
assert len(modes) == 3 * 13 - 6
BIN = 10
size = 7001
counts = [0.0] * size
counts[0] = 1.0
for wave in modes:
    step = wave // BIN
    for i in range(step, size):
        counts[i] += counts[i - step]
counts = np.array(counts)
levels = BIN * np.arange(size)
kcal_to_wave = 1000 * const.calorie / (const.N_A * const.h * const.c * 100)
threshold = int(round(E * kcal_to_wave / BIN))
# Above threshold the state density must be filled and smooth.
assert np.all(counts[threshold:] > 0)
neighbour_ratio = counts[threshold + 1:] / counts[threshold:-1]
assert np.max(np.abs(neighbour_ratio - 1)) < 0.05
micro_rate = np.zeros(size)
micro_rate[threshold:] = A * counts[:-threshold] / counts[threshold:]
kT_wave = const.k * T_half / (const.h * const.c * 100)
partition_count = np.sum(counts * np.exp(-levels / kT_wave))
partition_product = np.prod([1 / (1 - np.exp(-w / kT_wave)) for w in modes])
assert abs(partition_count / partition_product - 1) < 1e-6

PRESSURE_TORR = 76.0
PRESSURE = PRESSURE_TORR * const.torr
DIAMETER = 0.5e-9
mass_precursor = 69.723 + 3 * (12.011 + 3 * 1.008)
mass_hydrogen = 2 * 1.008
reduced_mass = (mass_precursor * mass_hydrogen
                / (mass_precursor + mass_hydrogen) * const.atomic_mass)


def collision_rate(T):
    speed = np.sqrt(8 * const.k * T / (np.pi * reduced_mass))
    return PRESSURE / (const.k * T) * np.pi * DIAMETER**2 * speed


def pressure_rate(T, collisions):
    thermal = const.k * T / (const.h * const.c * 100)
    weights = counts * np.exp(-levels / thermal)
    available = micro_rate / (1 + micro_rate / collisions)
    return np.sum(weights * available) / np.sum(weights)


# Rounding the threshold to a bin changes this limit by under 0.1%.
assert abs(pressure_rate(T_half, 1e30) / rate(T_half) - 1) < 0.002
pressure_results = []
for efficiency in (1.0, 0.1):
    ratio = (pressure_rate(T_half, efficiency * collision_rate(T_half))
             / rate(T_half))
    T_pressure = brentq(
        lambda T: pressure_rate(T, efficiency * collision_rate(T)) - LN2,
        T_half - 10, T_half + 250)
    pressure_results.append((efficiency, ratio, T_pressure))

# Radical recombination. Concentrations are divided by initial precursor.
MOLE_FRACTION = 1e-4
PAIR_COEFFICIENT = 3e-11                  # cm3/s, round assumed value


def pair_rate(T):
    density = MOLE_FRACTION * PRESSURE / (const.k * T) * 1e-6
    return PAIR_COEFFICIENT * density


def radical_left(T, trap_rate=0.0, pair_scale=1.0):
    k, q = rate(T), pair_scale * pair_rate(T)

    def change(s, y):
        precursor, dimethyl, methyl = y
        net = k * precursor - q * dimethyl * methyl
        return [-net, net, net - 2 * q * methyl**2 - trap_rate * methyl]

    run = solve_ivp(change, (0, TIME), [1.0, 0.0, 0.0], method="Radau",
                    rtol=1e-7, atol=1e-11)
    assert run.success
    return run.y[0, -1]


def untrapped_half(pair_scale):
    T = brentq(lambda x: radical_left(x, pair_scale=pair_scale) - 0.5,
               T_half, T_half + 250, xtol=1e-4)
    estimate = np.sqrt(pair_scale * pair_rate(T) * (1.5 - 2 * LN2)
                       / (2 * TIME))
    return T, estimate


radical_conversion = 1 - radical_left(T_half)
T_radical, quasi_steady_k = untrapped_half(1.0)
# The quasi-steady law drops terms of relative size proportional to k/q.
# They are near 8% of k here and near 1% for 100 times faster pair reactions.
radical_error = quasi_steady_k / rate(T_radical) - 1
assert abs(radical_error) < 0.12
T_fast, fast_k = untrapped_half(100.0)
fast_error = fast_k / rate(T_fast) - 1
assert abs(fast_error) < 0.02
TRAP_RATE = 1e6
trapped_conversion = 1 - radical_left(T_half, TRAP_RATE)
assert abs(trapped_conversion - 0.5) < 0.002

# A carrier radical attacks precursor and is regenerated with probability p.
# The mean number of further losses per homolysis is 1/(1-p).
chain_results = []
for extra_losses in (1, 10):
    regeneration = 1 - 1 / extra_losses
    k = LN2 / (1 + extra_losses)
    attack = 1e5

    def chain_change(s, y):
        precursor, radical = y
        hit = attack * precursor * radical
        return [-k * precursor - hit,
                k * precursor - (1 - regeneration) * hit]

    run = solve_ivp(chain_change, (0, TIME), [1.0, 0.0], method="Radau",
                    rtol=1e-8, atol=1e-12)
    assert run.success and abs(run.y[0, -1] - 0.5) < 0.002
    chain_results.append((extra_losses,
                          temperature(factor=1 + extra_losses)))

print("INPUTS AND MAIN RESULT")
print(f"log10(A / s^-1) = {LOG_A:.1f}; A = {A:.4e} s^-1")
print(f"Activation energy E = {E:.1f} kcal/mol")
print(f"Residence time = {TIME:.1f} s")
print(f"Gas constant R = {R:.7f} kcal/(mol K)")
print(f"Required rate ln(2)/t = {LN2 / TIME:.6f} s^-1")
print(f"ln(A t) = {np.log(A * TIME):.4f} (no unit)")
print(f"ln(ln 2) = {np.log(LN2):.4f} (no unit)")
print(f"ln(A t/ln 2) = {np.log(A * TIME / LN2):.4f} (no unit)")
print(f"Half-decomposition temperature = {T_half:.2f} K")
print(f"Same temperature = {T_half - const.zero_Celsius:.1f} deg C")
print(f"Fraction left by integration = {integrated_left(T_half):.6f}")
print(f"10% decomposed in 1 s at {temperature(0.1):.1f} K")
print(f"90% decomposed in 1 s at {temperature(0.9):.1f} K")
print(f"50% decomposed in 0.1 s at {temperature(time=0.1):.1f} K")
print(f"dT/dE = {slope_E:.2f} K per kcal/mol")
print(f"dT/dlog10(A) = {slope_log_A:.2f} K per decade")
print(f"R T^2/E = {R * T_half**2 / E:.2f} K")
print("HEATING DURING THE SECOND")
print(f"Inlet temperature = {T_INLET:.0f} K")
print(f"Required ramp peak = {T_ramp:.1f} K")
print(f"Shift from isothermal = {T_ramp - T_half:+.1f} K")
print(f"Effective hot interval = {hot_window:.4f} s")
print("FINITE PRESSURE, ROUGH MODEL")
print(f"Hydrogen pressure = {PRESSURE_TORR:.0f} Torr")
print(f"Collision diameter = {DIAMETER * 1e9:.2f} nm")
print("Mode wavenumber (1/cm) x count: "
      + ", ".join(f"{w}x{n}" for w, n in mode_groups))
print(f"Collision rate at T_half = {collision_rate(T_half):.3e} s^-1")
for efficiency, ratio, value in pressure_results:
    print(f"Efficiency {efficiency:.1f}: k/k_infinity = {ratio:.4f}; "
          f"T = {value:.1f} K; shift = {value - T_half:+.1f} K")
print("RADICALS, ROUGH MODEL")
print(f"Precursor mole fraction = {MOLE_FRACTION:.1e}")
print(f"Pair coefficient = {PAIR_COEFFICIENT:.1e} cm^3/s")
print(f"Scaled pair rate q at T_half = {pair_rate(T_half):.1f} s^-1")
print(f"Untrapped conversion at T_half = {100 * radical_conversion:.2f}%")
print(f"Untrapped half-conversion temperature = {T_radical:.1f} K")
print(f"Untrapped shift = {T_radical - T_half:+.1f} K")
print(f"Scaled pair rate q there = {pair_rate(T_radical):.1f} s^-1")
print(f"Homolysis k at that temperature = {rate(T_radical):.3f} s^-1")
print(f"Quasi-steady estimate of k = {quasi_steady_k:.3f} s^-1")
print(f"Error of that estimate = {100 * radical_error:+.2f}%")
print(f"Error with 100x faster pair reactions = {100 * fast_error:+.2f}%")
print(f"Test methyl trap rate = {TRAP_RATE:.1e} s^-1")
print(f"Conversion with that trap = {100 * trapped_conversion:.2f}%")
for extra_losses, value in chain_results:
    print(f"{extra_losses} further losses per homolysis: T = {value:.1f} K; "
          f"shift = {value - T_half:+.1f} K")
print("verified")
```

Running it gives:

```
INPUTS AND MAIN RESULT
log10(A / s^-1) = 15.5; A = 3.1623e+15 s^-1
Activation energy E = 59.5 kcal/mol
Residence time = 1.0 s
Gas constant R = 0.0019872 kcal/(mol K)
Required rate ln(2)/t = 0.693147 s^-1
ln(A t) = 35.6901 (no unit)
ln(ln 2) = -0.3665 (no unit)
ln(A t/ln 2) = 36.0566 (no unit)
Half-decomposition temperature = 830.40 K
Same temperature = 557.3 deg C
Fraction left by integration = 0.500000
10% decomposed in 1 s at 789.2 K
90% decomposed in 1 s at 859.0 K
50% decomposed in 0.1 s at 887.1 K
dT/dE = 13.96 K per kcal/mol
dT/dlog10(A) = -53.03 K per decade
R T^2/E = 23.03 K
HEATING DURING THE SECOND
Inlet temperature = 300 K
Required ramp peak = 909.9 K
Shift from isothermal = +79.5 K
Effective hot interval = 0.0453 s
FINITE PRESSURE, ROUGH MODEL
Hydrogen pressure = 76 Torr
Collision diameter = 0.50 nm
Mode wavenumber (1/cm) x count: 2950x9, 1300x9, 700x6, 550x3, 150x3, 60x1, 50x1, 40x1
Collision rate at T_half = 2.068e+09 s^-1
Efficiency 1.0: k/k_infinity = 0.9941; T = 830.5 K; shift = +0.1 K
Efficiency 0.1: k/k_infinity = 0.9560; T = 831.5 K; shift = +1.0 K
RADICALS, ROUGH MODEL
Precursor mole fraction = 1.0e-04
Pair coefficient = 3.0e-11 cm^3/s
Scaled pair rate q at T_half = 2651.3 s^-1
Untrapped conversion at T_half = 8.85%
Untrapped half-conversion temperature = 903.1 K
Untrapped shift = +72.7 K
Scaled pair rate q there = 2438.0 s^-1
Homolysis k at that temperature = 12.619 s^-1
Quasi-steady estimate of k = 11.773 s^-1
Error of that estimate = -6.70%
Error with 100x faster pair reactions = -0.79%
Test methyl trap rate = 1.0e+06 s^-1
Conversion with that trap = 49.97%
1 further losses per homolysis: T = 814.7 K; shift = -15.7 K
10 further losses per homolysis: T = 778.6 K; shift = -51.8 K
verified
```
